# Crystal truncation rods of a coherent silicide film on silicon

## Definitions and conventions

The surface normal $z$ points out of the crystal. Waves vary as $e^{i(\omega t-\mathbf k\cdot\mathbf r)}$, and the scattering vector is $\mathbf Q=\mathbf k_f-\mathbf k_i$. An incident wave contributes the phase $-\mathbf k_i\cdot\mathbf r$ at an atom, and the path to a distant detector contributes $+\mathbf k_f\cdot\mathbf r$. An atom at $\mathbf r$ therefore enters the amplitude as $f e^{i\mathbf Q\cdot\mathbf r}$. With this sign, absorption adds a positive imaginary part to the form factor $f$.

The film is coherent: film and substrate share one surface lattice, with cell area $A_c$. Write $\mathbf Q=(\mathbf G,q)$, where $\mathbf G$ is a surface reciprocal vector and $q$ the normal component. A rod is the line of all $q$ at fixed $\mathbf G$; the specular rod has $\mathbf G=0$.

The translations between successive layers are $\mathbf T_s$ in the substrate and $\mathbf T_f$ in the film, with normal components $d_s$ and $d_f$. Define

$$\psi_s=\mathbf Q\cdot\mathbf T_s,\quad \psi_f=\mathbf Q\cdot\mathbf T_f,\quad s_s=\sin\frac{\psi_s}{2},\quad s_f=\sin\frac{\psi_f}{2},\quad X=\frac{N\psi_f}{2},$$

where $N$ is the number of film layers. Each layer has an inversion centre, so with real form factors its structure factor about that centre is real: $A$ for silicon, $B$ for the film. The vector from the last silicon centre to the first film centre is

$$\boldsymbol\zeta=\tfrac12(\mathbf T_s+\mathbf T_f)+\boldsymbol\Delta .$$

Thus $\boldsymbol\Delta$ is the displacement beyond half a substrate translation plus half a film translation. Its normal component is $\delta$.

The model assumes single scattering, flat interfaces, uniform film strain and thickness, and spherical free atoms. Thermal motion and dispersion are initially omitted. The result to be derived is the intensity per surface cell, in electrons squared:

$$I=\frac{A^2}{4s_s^2}+\frac{B^2\sin^2X}{s_f^2}-\frac{AB\sin X\,\sin(\mathbf Q\cdot\boldsymbol\Delta+X)}{s_s s_f}.\tag{1}$$

## From a surface cell to reflected power

Let $M$ surface cells be illuminated. With polarization factor $P$ and classical electron radius $r_e$,

$$\frac{d\sigma}{d\Omega}=r_e^2P\,I\left|\sum_{\mathbf R}e^{i\mathbf Q_\parallel\cdot\mathbf R}\right|^2 .$$

Expand the squared sum into pairs of cells and integrate over one surface Brillouin zone, of area $(2\pi)^2/A_c$. Pairs of different cells integrate to zero, and the $M$ equal pairs give $M(2\pi)^2/A_c$. For a large patch this weight is concentrated at the reciprocal vectors, so

$$\left|\sum_{\mathbf R}e^{i\mathbf Q_\parallel\cdot\mathbf R}\right|^2\to M\frac{(2\pi)^2}{A_c}\sum_{\mathbf G}\delta^2(\mathbf Q_\parallel-\mathbf G).$$

Let $\alpha_i,\alpha_f$ be the angles to the surface and $k=2\pi/\lambda$. Since $|\mathbf k_{f\parallel}|=k\cos\alpha_f$, the area element is $d^2k_\parallel=k^2\cos\alpha_f\sin\alpha_f\,d\alpha_f d\phi$, whereas $d\Omega=\cos\alpha_f\,d\alpha_f d\phi$. Hence $d\Omega=d^2k_\parallel/(k^2\sin\alpha_f)$. The scattered power per unit incident flux is

$$r_e^2P I\,\frac{M(2\pi)^2}{A_c k^2\sin\alpha_f}.$$

The patch intercepts $MA_c\sin\alpha_i$ in the same units. Division gives the reflected fraction

$$R=P\left(\frac{\lambda r_e}{A_c}\right)^2\frac{I}{\sin\alpha_i\sin\alpha_f}.\tag{2}$$

On the specular rod both sines equal $q\lambda/4\pi$. For polarization perpendicular to the scattering plane, $P=1$ and

$$R=\left(\frac{4\pi r_e}{qA_c}\right)^2I.\tag{3}$$

The geometric factor in (2) was tested by integrating the scattering from a finite patch with Gaussian illumination over exit angle, on an off-specular rod. The ratio of integral to formula was 1.00008.

## Substrate and film amplitudes

Place the origin at the last silicon centre. Deeper centres lie at $-n\mathbf T_s$. A small absorption $\epsilon>0$ per layer makes the geometric series converge:

$$S=A\sum_{n=0}^{\infty}e^{-n(i\psi_s+\epsilon)}=\frac{A}{1-e^{-i\psi_s-\epsilon}}\;\xrightarrow{\epsilon\to0}\;\frac{A}{1-e^{-i\psi_s}} .$$

The limit exists away from $\psi_s=2\pi m$, with $m$ an integer. Taking half the phase out of the denominator,

$$1-e^{-i\psi_s}=e^{-i\psi_s/2}\left(e^{i\psi_s/2}-e^{-i\psi_s/2}\right)=2i\,s_s e^{-i\psi_s/2},$$

so that

$$S=\frac{A e^{i\psi_s/2}}{2i\,s_s}.\tag{4}$$

The film centres lie at $\boldsymbol\zeta+m\mathbf T_f$, $m=0,\ldots,N-1$. The finite series is treated in the same way:

$$\sum_{m=0}^{N-1}e^{im\psi_f}=\frac{1-e^{iN\psi_f}}{1-e^{i\psi_f}}=e^{i(N-1)\psi_f/2}\frac{\sin X}{s_f}.$$

The phase of the first centre is $\mathbf Q\cdot\boldsymbol\zeta=(\psi_s+\psi_f)/2+\mathbf Q\cdot\boldsymbol\Delta$. Adding $(N-1)\psi_f/2$ turns the film contribution into $N\psi_f/2=X$:

$$F=B\frac{\sin X}{s_f}\,e^{i(\psi_s/2+\mathbf Q\cdot\boldsymbol\Delta+X)}.\tag{5}$$

## The interference term

The intensity is $|S+F|^2=|S|^2+|F|^2+2\,\mathrm{Re}(S^*F)$. The first two terms of (1) follow directly from (4) and (5). For the third, conjugation gives

$$S^*=\frac{A e^{-i\psi_s/2}}{-2i\,s_s}=\frac{iA e^{-i\psi_s/2}}{2s_s}.$$

The substrate phase $\psi_s/2$ cancels in the product:

$$S^*F=\frac{iAB\sin X}{2s_s s_f}\,e^{i(\mathbf Q\cdot\boldsymbol\Delta+X)} .$$

Because $\mathrm{Re}(ie^{i\theta})=-\sin\theta$, twice the real part is the last term of (1). This completes the derivation. The separate substrate and film intensities do not contain $\boldsymbol\Delta$; the interface position enters through their relative phase.

Equation (1) can be checked in a limit. Let the film be more silicon, with $B=A$, $\psi_f=\psi_s$ and $\boldsymbol\Delta=0$. Then

$$I=\frac{A^2}{s_s^2}\left(\frac14+\sin^2X-\sin^2X\right)=\frac{A^2}{4s_s^2}.$$

The bare-substrate rod returns, as it must when a half-infinite crystal is merely extended.

A single film layer is a second useful case. Then $X=\psi_f/2$, $\sin X=s_f$, and

$$I_{N=1}=\frac{A^2}{4s_s^2}+B^2-\frac{AB}{s_s}\sin\left(\mathbf Q\cdot\boldsymbol\Delta+\frac{\psi_f}{2}\right).$$

Across a substrate Bragg point $s_s$ changes sign. If $A$, $B$ and the remaining sine vary slowly and are nonzero there, the cross term changes sign too, so the tails on the two sides are unequal. The layer position controls this asymmetry.

## Structure factors for the (111) interface

Let $\mathbf a_1,\mathbf a_2$ be the primitive surface vectors at $60^\circ$, and $\mathbf t=(\mathbf a_1+\mathbf a_2)/3$. Silicon bilayers repeat by $\mathbf T_s=(\mathbf t,d_s)$. The two atoms of a bilayer lie at $\pm\mathbf u_s$ about their bond midpoint, with $\mathbf u_s=(\mathbf t/2,d_s/8)$. A cobalt disilicide layer has Co at its centre and Si at $\pm\mathbf u_f$, with

$$\mathbf T_f=(\sigma\mathbf t,d_f),\qquad \mathbf u_f=(\sigma\mathbf t,d_f/4).$$

Here $\sigma=+1$ is the parallel orientation and $\sigma=-1$ the twin. Adding the phases of opposite atoms gives

$$A=2f_{\rm Si}\cos(\mathbf Q\cdot\mathbf u_s),\qquad B=f_{\rm Co}+2f_{\rm Si}\cos(\mathbf Q\cdot\mathbf u_f),\tag{6}$$

with form factors evaluated at $|\mathbf Q|$.

The chosen interface joins the top substrate Si to the bottom film Si by a vertical bond of length $b$. The normal distance between centres is the sum of three pieces, $d_s/8+b+d_f/4$. Subtracting $(d_s+d_f)/2$ yields

$$\delta=b-\frac{3d_s}{8}-\frac{d_f}{4}.\tag{7}$$

Laterally, the top substrate atom is at $\mathbf t/2$ from its bilayer centre, and the first Co is a further $\sigma\mathbf t$ away. Subtracting $(\mathbf t+\sigma\mathbf t)/2$ leaves $\boldsymbol\Delta_\parallel=\sigma\mathbf t/2$. Therefore

$$\mathbf Q\cdot\boldsymbol\Delta=q\delta+\frac{\sigma}{2}\mathbf G\cdot\mathbf t .$$

For $\mathbf G=h\mathbf b_1+k\mathbf b_2$, where $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$, one has $\mathbf G\cdot\mathbf t=2\pi(h+k)/3$. Specular data determine heights and do not distinguish the two orientations; off-specular data also contain lateral registry.

Equation (1) with (6) and (7) was compared with explicit atomic sums on the specular and (10) rods, for both orientations. The silicon sum was extrapolated to zero absorption, and points with $|s_s|\leq0.15$ were excluded. The largest relative difference was $5.5\times10^{-5}$.

Coherence matters differently on the two kinds of rod. If a relaxed film has lateral period ratio $a_f/a_s$, the magnitude of its average phase factor over $M$ cells along $\mathbf a_1$, on the substrate (10) rod, is

$$\left|\frac1M\sum_{m=0}^{M-1}e^{2\pi i m a_f/a_s}\right|=\left|\frac{\sin(\pi M a_f/a_s)}{M\sin(\pi a_f/a_s)}\right|.$$

For the lattice parameters below and $M=1000$ it is 0.012; it oscillates with $M$ under the bound $1/|M\sin(\pi a_f/a_s)|\approx0.026$, so the interference nearly vanishes; for a coherent film it is 1. On the specular rod $\mathbf G=0$, and a lateral mismatch alone does not remove interference. The layer heights must still be well defined across the coherently illuminated area.

## Reading the separation from a specular rod

On this rod $X=qNd_f/2$. The identity $2\sin X\sin(q\delta+X)=\cos q\delta-\cos(q\delta+2X)$ turns the cross term into

$$I_\times=-\frac{AB}{2s_s s_f}\left\{\cos q\delta-\cos[q(Nd_f+\delta)]\right\}.\tag{8}$$

The film term contains $\sin^2X=[1-\cos(qNd_f)]/2$. Film thickness thus sets one oscillation, while the cross term carries the same oscillation advanced by the phase $q\delta$. It is this phase, weighted by the known functions $A,B,s_s,s_f$, that measures the interface.

At fixed film thickness and strain, $d\delta/db=1$, so differentiation of (1) gives

$$\frac{\partial I}{\partial b}=-\frac{qAB\sin X\cos(q\delta+X)}{s_s s_f}.\tag{9}$$

Points with $\sin X=0$ and $s_f\neq0$ are blind to $b$, because the film amplitude is zero. Points with $\cos(q\delta+X)=0$ are stationary in $b$, although the interference there is at an extremum. For fixed magnitudes of the two amplitudes, the absolute change of $I$ with phase is greatest when they are in quadrature. The relative change, which counts in a fit to $\log I$, is greatest nearer to destructive interference, where $I$ itself is small.

One intensity does not determine $b$. Let $C=-AB\sin X/(s_s s_f)$ and $y=(I-|S|^2-|F|^2)/C$. Then $\sin(q\delta+X)=y$ has the solutions

$$\delta=\frac{\arcsin y-X+2\pi m}{q},\qquad \delta=\frac{\pi-\arcsin y-X+2\pi m}{q},\tag{10}$$

for integer $m$. Each branch repeats with period $2\pi/q$. Measurements at several $q$ can select a common solution, provided $N$, $d_f$ and the intensity scale are known or fitted too.

## Worked example: eight layers on Si(111)

Take rough typical lattice parameters of 0.5431 nm for Si and 0.5365 nm for CoSi$_2$. The in-plane film strain is $0.5431/0.5365-1=0.0123$. For an isotropic film with a free surface, zero normal stress gives $\epsilon_\perp=-2\nu\epsilon_\parallel/(1-\nu)$. A rough Poisson ratio $\nu=1/3$ makes this $-0.0123$. Hence $d_s=0.31356$ nm and $d_f=0.30594$ nm. A cubic (111) film need not follow the isotropic formula, so $d_f$ is only an estimate. If the normal strain were $-0.0100$ instead, $d_f$ would be 0.0007 nm larger, and ignoring this would shift a bond length fitted over the rod by 0.001–0.002 nm. With real data $d_f$ must be measured or fitted.

Choose $N=8$ and a trial bond $b=0.2250$ nm. Equation (7) gives

$$\delta=0.2250-0.11759-0.07649=0.0309\ {\rm nm}.$$

The two lengths in the fringes are $Nd_f=2.4475$ nm and $Nd_f+\delta=2.4784$ nm. Separating them as two peaks would need a $q$ range of order $2\pi/\delta\approx200$ nm$^{-1}$. The separation is therefore found by fitting the phase, not by resolving two thicknesses.

The form factors come from spherical, fractionally occupied Hartree–Fock atoms in the def2-TZVP basis. This level omits correlation, relativity and the charge redistribution of bonding. The cobalt atom is taken as $3d^94s^0$, which at this spin-averaged level lies below the free atom's actual configuration $3d^74s^2$. The choice matters for the intensities: with $3d^74s^2$, $B$ at $l=1.5$ falls from 8.05 to 7.62 electrons and $I$ from 53.8 to 49.4, by 8%. At $l=2.6$ the change in $I$ is only 0.1%, but near its deep minimum at $l\approx1.69$ $I$ changes by factors between about 0.5 and 17. A fit of the bond length over $0.5\leq l\leq3.8$, with the wrong one of the two configurations, errs by only 0.0002–0.0006 nm, depending on the points sampled. At the two points used below, the larger def2-QZVP basis changes $A$ and $B$ by up to about 0.004 electrons and $I$ by up to about 0.02 electrons squared, so the last digits shown serve only to follow the arithmetic. Let $l=qd_s/2\pi$. At $l=1.5$, $q=30.057$ nm$^{-1}$, $A=6.891$ and $B=8.052$ electrons. The phases are

$$X=\frac{8(30.057)(0.30594)}{2}=36.783,\qquad q\delta=0.930 .$$

Before rounding, their sum exceeds $12\pi$ by 0.01343. With $s_s=-1$, $s_f=-0.993$ and $\sin X=-0.793$,

$$|S|^2=\frac{6.891^2}{4}=11.87,\qquad |F|^2=41.34,\qquad C=44.31 .$$

The cross term is $44.31\sin(0.01343)\approx0.60$, and $I=53.81$ electrons squared. Although the cross term nearly vanishes, its slope is almost maximal. Equation (9) gives $qC\approx1330$ electrons squared per nm, or 2.5% of $I$ for a bond change of 0.001 nm.

For the absolute scale, $r_e=2.818\times10^{-6}$ nm and $A_c=0.12772$ nm$^2$ give a squared prefactor of $8.51\times10^{-11}$ in (3). The reflectivity is $R=4.58\times10^{-9}$. At 12 keV the incidence angle is 14.3°.

To invert this intensity, $y=0.595/44.31=0.0134$. The first branch of (10), with $m=6$, gives $\delta=(0.0134-36.783+12\pi)/30.057=0.0309$ nm and hence $b=0.2250$ nm. The second gives 0.3286 nm. Both lie in the search window 0.15–0.35 nm. At $l=2.6$ the possible bonds are 0.1879, 0.2250, 0.3085 and 0.3456 nm. Just one pair from the two lists agrees within 0.002 nm, and it returns 0.2250 nm. The nearest false pair differs by 0.017 nm, but the selection bears less error than this: if both intensities are about 13% too high, each true candidate moves by only 0.005 nm and a false pair already agrees better.

Now hold the film fixed and replace the trial bond by the bulk Si bond length, $3d_s/4=0.2352$ nm. The intensity at $l=1.5$ rises from 53.8 to 67.1, by 25%; at $l=2.6$ it falls from 41.2 to 28.3, by 31%. The ratio of these two points is independent of a common intensity scale and changes strongly. By contrast, $l=1.5374$ is a blind point, since there $Nd_fq/2=12\pi$. A useful scan must therefore cover more than one part of a fringe.

## Limits and neglected effects

Equation (1) diverges at an ordinary substrate Bragg point because it ignores depletion of the incident beam. It requires the phase distance $|\psi_s-2\pi m|$ to be much larger than both the reflection amplitude per bilayer, $4\pi r_e|A|/(qA_c)$, and the refraction phase per bilayer. On the specular rod $l=2$ is a special case. Put $l=2+x$: then $A\simeq-2f_{\rm Si}\pi x/4$ and $s_s\simeq\pi x$, so for spherical atoms $S$ has the finite magnitude $f_{\rm Si}/4$. Code for this model should use that limit rather than divide two small numbers. In real silicon the bond charge leaves a structure factor of roughly 0.4 electrons per bilayer at $l=2$, so the 222 reflection is weak but not absent, and $S$ diverges there too. If this residual varied little up to $l=2.1$, it would still lower $|S|$ there by about a third. Data near $l=2$ therefore need a bonded charge density; the effect on the fitted bond length was not sized. Where $s_f$ vanishes, the direct film sum is likewise safer.

The following errors were found by fitting $b$ alone, with a free intensity scale, to the logarithm of modified specular intensities. The range was $0.5\leq l\leq3.8$, without points within 0.1 of an integer. All other model parameters were held fixed. The values below are for an even grid of 200 points before exclusion. The logarithm gives great weight to the few points near the deep minimum at $l\approx1.69$, so the values depend on the sampling. On grids of 100 to 1500 points the error for unequal thermal displacements lies between 0.00025 and 0.0005 nm and the cobalt error between 0.006 and 0.007 nm. The values indicate orders of magnitude only.

- **Multiple scattering and refraction:** $-0.00001$ nm. Atomic planes were treated as lossless reflecting sheets. This changes $I$ by 0.27% at $l=1.5$, or 0.30% if the atoms keep their extended density. With $r_e$ reduced a thousandfold, the sheet calculation agreed with (1) within $10^{-3}$ over the fitted range.
- **Thermal motion:** $+0.00035$ nm for normal root-mean-square displacements of 0.008 nm in Si and 0.006 nm in the film. Unequal displacements change the ratio of the two amplitudes but not their relative phase. Equal displacements would change neither, and would only multiply $I$ by $e^{-q^2u^2}$. With only a constant scale free, that factor still moves the fit by 0.0001–0.0004 nm, depending on the grid, for displacements of 0.006–0.008 nm.
- **Thickness variation:** $-0.0013$ nm when 10% of the area has seven layers and 10% has nine, with amplitudes added coherently; on other grids it lies between $-0.0004$ and $-0.0025$ nm. If areas of each thickness are wider than the coherence length, intensities add instead and the error grows to $-0.014$ nm on grids of 200 points or more, while a 100-point grid gives $+0.0015$ nm.
- **Film spacing assumed 0.1% too large:** $-0.0006$ nm. Keeping $q\delta+X$ fixed would by itself require $\Delta b=-(N/2-1/4)\Delta d_f=-0.0011$ nm. The whole-rod value is smaller and not stable: on other grids it lies between $-0.0004$ and $+0.0001$ nm.
- **Cobalt absorption:** $+0.006$ nm for a rough imaginary form-factor term of 2 electrons.

The cobalt error has a direct phase explanation. If $B$ becomes $B+if''$, its phase is $\beta=\arctan(f''/B)$ for positive $B$. A fit with real $B$ can imitate this phase by a shift $\beta/q$. At $l=1.5$, $\beta=\arctan(2/8.052)=0.243$, so the shift is 0.008 nm; at $l=2.6$ it is also about 0.008 nm. The whole-rod fit gives 0.006 nm. This is comparable with the 0.010 nm difference between trial and bulk bonds. An analysis at this precision must use complex form factors, including the real dispersion correction, which was not sized here. For complex amplitudes, compute $|S+F|^2$ directly instead of using (1).

Variation of the interface height also weakens the signal. If $\delta$ has a Gaussian spread of standard deviation $w$ while the film moves rigidly, averaging $e^{iq\delta}$ multiplies the cross term by $e^{-q^2w^2/2}$. If the different heights lie within one coherent area, the film term of the specular intensity also falls, by $e^{-q^2w^2}$. High $q$ improves phase sensitivity but is more vulnerable to this disorder.

CoSi$_2$ on Si(111) is a suitable real case: the silicide has the fluorite structure, is smaller than Si by roughly 1.2%, and can grow epitaxially. A thickness near 2.4 nm belongs to the thin-film regime in which coherence is plausible, whereas thicker films tend to relax through dislocations. The bond of 0.225 nm is a trial value, and the assumed Si–Si termination is one possible interface. It leaves the interface Co with seven Si neighbours. The eightfold interface usually assigned to CoSi$_2$/Si(111), with Co bonded directly above the top substrate Si, has the same atoms and is described by (1) with a different $\boldsymbol\Delta$ in place of (7); a Co–Si bond of 0.235 nm gives $\delta\approx-0.036$ nm. A termination with extra or missing atoms needs them added to or removed from $S+F$. Real contacts may also have steps, mixed thicknesses or a cap. The thickness mixture above moves the fitted bond by 0.0004–0.0025 nm if amplitudes add and by up to 0.014 nm if intensities add, so it must be included in the fit; the other departures have not been sized. A polycrystalline silicide contact lacks the common surface lattice, and (1) does not describe it.

The numerical output below gives the remaining intermediate values and intensities along the rod.

## Calculated quantities

```
Lattice parameters Si, CoSi2 (rough): 0.5431, 0.5365 nm
Poisson ratio (rough): 0.333; film layers N: 8
Film strain in plane, normal: 0.01230, -0.01230
Layer spacings d_s, d_f: 0.31356, 0.30594 nm
Surface cell area: 0.12772 nm^2
Trial bond b, bulk Si bond: 0.2250, 0.2352 nm
Extra separation delta: 0.03093 nm
N d_f, N d_f + delta: 2.4475, 2.4784 nm
Photon energy, wavelength: 12.0 keV, 0.10332 nm
l = q d_s/(2 pi); intensities I in electrons^2 per surface cell
l=1.5: q = 30.057 nm^-1, incidence angle = 14.31 deg
  f_Si, f_Co, A, B: 9.004, 20.035, 6.891, 8.052 electrons
  substrate, film, cross: 11.87, 41.34, 0.60
  total I = 53.81; reflectivity = 4.578e-09
  change of I per +0.001 nm in b: 2.47 %
  period of b ambiguity: 0.2090 nm
  b candidates in 0.15-0.35 nm: 0.2250, 0.3286
  multiple-scattering change of I: 0.268 %
l=2.6: q = 52.100 nm^-1, incidence angle = 25.36 deg
  f_Si, f_Co, A, B: 7.060, 14.204, -6.410, 4.813 electrons
  substrate, film, cross: 11.36, 14.98, 14.84
  total I = 41.17; reflectivity = 1.166e-09
  change of I per +0.001 nm in b: -2.71 %
  period of b ambiguity: 0.1206 nm
  b candidates in 0.15-0.35 nm: 0.1879, 0.2250, 0.3085, 0.3456
  multiple-scattering change of I: -0.144 %
Common bond length recovered: 0.2250 nm
Blind point l: 1.5374
Rod: l, I(trial bond), I(bulk bond), I without cross term
  0.5     312.50     343.88     311.11
  0.8     423.03     383.79    1450.43
  1.2     430.20     491.71     982.84
  1.5      53.81      67.11      53.21
  1.8       2.74       2.62       5.36
  2.2      11.00       9.73       5.92
  2.6      41.17      28.29      26.33
  3.4     290.48     211.61     423.12
Largest relative error, closed form vs atom sum: 5.5e-05
Flux factor, angular integral / formula: 1.00008
Lateral overlap over 1000 cells, relaxed film: 0.0121
Error in fitted b from neglected effects:
  multiple scattering and refraction: -0.00001 nm
  thermal rms 0.008 (Si), 0.006 nm (film): +0.00035 nm
  Co absorption term 2.0 electrons (rough): +0.00619 nm
  10% area each at N-1 and N+1: -0.00127 nm
  film spacing assumed 0.1% too large: -0.00061 nm
```
